**Numerical tests of the one-third bound in a crossbar**

With the selected row at $V$, the selected column at $0$ and equipotential lines, the largest voltage magnitude on the unselected cells is at least $V/3$ when there are two or more rows and columns. Common voltages $a$ on unselected rows and $b$ on unselected columns reach this minimum at $a=V/3$, $b=2V/3$. Linear programs with a free potential on every unselected line assert the minimum, the permitted ranges of $a$ and $b$ near it, the trade-off between cell classes and the single-row exception. For a 64 × 64 array at 3 V, the output gives a peak of 1.00 V and 68.7 µW of leakage for the one-third scheme, against 1.50 V and 23.4 µW for the one-half scheme. The least-power bias gives 11.3 µW with a peak of 1.28 V. A nonlinear network with resistive wires asserts that, with the selected cell nearest the drivers, the ideal bound can be undercut by one third of the loop's wire drop $d$, here 3.38 µV. The program also asserts the effect of driver errors and the instantaneous bound for delayed pulses; a delay of 0.1 ns in a 1 ns rise lifts the peak to 1.20 V.

## Program and output

```python
"""Lower bound on the voltage stress of unselected cells in a crossbar.

Result under test: with the selected row at V and the selected column at 0,
and every line an equipotential, the largest |voltage| on unselected cells is
at least V/3 (two or more rows and columns). With common voltages a on the
unselected rows and b on the unselected columns, equality needs a=V/3, b=2V/3.
Cell voltage = row potential - column potential. SI units inside the program.
Wire resistance modifies the bound to (v_selected - d)/3, where d is the
signed sum of wire drops round the loop of four cells.
"""
import itertools
import numpy as np
from scipy import constants, sparse
from scipy.optimize import linprog, minimize, brentq
from scipy.sparse.linalg import spsolve

V = 3.0                 # write voltage, V
n = 64                  # rows and columns
i_selected = 50e-6      # selected-cell current at V, A
v0 = 0.25               # voltage scale of the sinh law, V
i0 = i_selected / np.sinh(V / v0)
pitch, width, height = 50e-9, 25e-9, 50e-9      # line geometry, m
resistivity = 6e-8      # rough value for narrow copper lines, ohm m
r_wire = resistivity * pitch / (width * height)
stack = 10e-9           # total thickness of oxide and selector, m


def current(v):
    return i0 * np.sinh(v / v0)


# Linear programs: every line has its own free potential.
def line_program(rows, cols, target, sign=1.0, peak_cap=None, half_cap=None):
    """Minimize sign*x[target]; x = row potentials, column potentials, peak."""
    size = rows + cols + 1
    matrix, limits = [], []
    for i in range(rows):
        for j in range(cols):
            if i == 0 and j == 0:
                continue
            half_selected = (i == 0 or j == 0)
            for s in (1.0, -1.0):
                line = np.zeros(size)
                line[i], line[rows + j] = s, -s
                if half_selected and half_cap is not None:
                    limits.append(half_cap)
                else:
                    line[-1] = -1.0
                    limits.append(0.0)
                matrix.append(line)
    bounds = [(None, None)] * (rows + cols) + [(0.0, peak_cap)]
    bounds[0], bounds[rows] = (V, V), (0.0, 0.0)
    cost = np.zeros(size)
    cost[target] = sign
    result = linprog(cost, A_ub=np.array(matrix), b_ub=limits,
                     bounds=bounds, method="highs")
    assert result.status == 0
    return result.x[target]


least_peak = line_program(3, 4, -1)
assert abs(least_peak - V / 3) < 1e-7
assert abs(line_program(2, 2, -1) - V / 3) < 1e-7
single_row_peak = line_program(1, 4, -1)
assert abs(single_row_peak) < 1e-7

excess = 0.05
cap = V / 3 + excess
a_low = line_program(3, 4, 1, 1.0, cap)
a_high = line_program(3, 4, 1, -1.0, cap)
b_low = line_program(3, 4, 4, 1.0, cap)
b_high = line_program(3, 4, 4, -1.0, cap)
assert np.allclose([a_low, a_high, b_low, b_high],
                   [V/3 - 2*excess, V/3 + excess,
                    2*V/3 - excess, 2*V/3 + 2*excess], atol=1e-7)
half_limit = 0.4 * V
least_other = line_program(3, 4, -1, half_cap=half_limit)
assert abs(least_other - (V - 2 * half_limit)) < 1e-7


# Ideal-line array: stress and leakage, with the selected cell at index 0,0.
def cell_matrix(a, b):
    row = np.full(n, a)
    col = np.full(n, b)
    row[0], col[0] = V, 0.0
    return row[:, None] - col[None, :]


def unselected_peak(cells, selected=(0, 0)):
    stress = np.abs(cells).copy()
    stress[selected] = 0.0
    return stress.max()


def leakage_power(a, b):
    cells = cell_matrix(a, b)
    power = cells * current(cells)
    return power.sum() - power[0, 0]


peak_third = unselected_peak(cell_matrix(V / 3, 2 * V / 3))
peak_half = unselected_peak(cell_matrix(V / 2, V / 2))
power_third = leakage_power(V / 3, 2 * V / 3)
power_half = leakage_power(V / 2, V / 2)
best = minimize(lambda x: 1e6 * leakage_power(x[0], x[1]),
                [0.42 * V, 0.58 * V], method="Nelder-Mead",
                options={"xatol": 1e-8, "fatol": 1e-9, "maxiter": 2000})
assert best.success
a_best, b_best = best.x
power_best = leakage_power(a_best, b_best)
peak_best = unselected_peak(cell_matrix(a_best, b_best))
assert abs(a_best + b_best - V) < 1e-4
assert power_best < min(power_half, power_third)
assert peak_best > V / 3

# Floating unselected lines: each must carry zero net current.
a_float = brentq(lambda a: (n - 1) * current(V - 2*a) / i0 - current(a) / i0,
                 0.0, V / 2, xtol=1e-14)
float_cells = cell_matrix(a_float, V - a_float)
float_current = current(float_cells)
assert np.max(np.abs(float_current.sum(axis=1)[1:])) < 1e-12
assert np.max(np.abs(float_current.sum(axis=0)[1:])) < 1e-12
peak_float = unselected_peak(float_cells)
assert peak_float > V / 3

# Resistive lines, each driven at its index-0 end through one wire segment.
chain = sparse.diags([-np.ones(n-1), np.r_[2*np.ones(n-1), 1.0],
                      -np.ones(n-1)], [-1, 0, 1])
identity = sparse.identity(n)
wire_matrix = sparse.block_diag([sparse.kron(identity, chain),
                                 sparse.kron(chain, identity)]) / r_wire


def solve_wires(selected, a, b):
    row_drive, col_drive = np.full(n, a), np.full(n, b)
    row_drive[selected[0]], col_drive[selected[1]] = V, 0.0
    row = np.repeat(row_drive[:, None], n, axis=1)
    col = np.repeat(col_drive[None, :], n, axis=0)
    x = np.r_[row.ravel(), col.ravel()]
    row_source, col_source = np.zeros((n, n)), np.zeros((n, n))
    row_source[:, 0] = row_drive / r_wire
    col_source[0, :] = col_drive / r_wire
    source = np.r_[row_source.ravel(), col_source.ravel()]
    for _ in range(30):
        v = x[:n*n] - x[n*n:]
        cell_current = current(v)
        residual = wire_matrix @ x + np.r_[cell_current, -cell_current] - source
        slope = sparse.diags(i0 / v0 * np.cosh(v / v0))
        jacobian = wire_matrix + sparse.bmat([[slope, -slope], [-slope, slope]])
        step = spsolve(jacobian.tocsc(), -residual,
                       permc_spec="MMD_AT_PLUS_A")
        x = x + step
        if np.max(np.abs(step)) < 1e-10:
            break
    else:
        raise AssertionError("network iteration did not converge")
    row, col = x[:n*n].reshape(n, n), x[n*n:].reshape(n, n)
    # Rebuild potentials by summing the cell currents carried by each segment.
    flow = current(row - col)
    row_flow = np.cumsum(flow[:, ::-1], axis=1)[:, ::-1]
    col_flow = np.cumsum(flow[::-1, :], axis=0)[::-1, :]
    row_sum = row_drive[:, None] - r_wire * np.cumsum(row_flow, axis=1)
    col_sum = col_drive[None, :] + r_wire * np.cumsum(col_flow, axis=0)
    assert np.max(np.abs(row_sum - row)) < 1e-8
    assert np.max(np.abs(col_sum - col)) < 1e-8
    return row - col, row_sum, col_sum


far = (n - 1, n - 1)
far_cells, _, _ = solve_wires(far, V / 3, 2 * V / 3)
far_selected = far_cells[far]
far_peak = unselected_peak(far_cells, far)
assert far_peak / far_selected > 1 / 3

# Retune a and b with the selected cell nearest both drivers.
a_near, b_near = V / 3, 2 * V / 3
for _ in range(10):
    near_cells, row_pot, col_pot = solve_wires((0, 0), a_near, b_near)
    trio = np.array([near_cells[0, 1], near_cells[1, 0], -near_cells[1, 1]])
    if np.ptp(trio) < 1e-9:
        break
    b_near += trio[0] - trio.mean()
    a_near += trio.mean() - trio[1]
assert np.ptp(trio) < 1e-9
near_selected = near_cells[0, 0]
near_peak = unselected_peak(near_cells)
loop_drop = ((row_pot[0, 0] - row_pot[0, 1])
             - (col_pot[0, 0] - col_pot[1, 0])
             + (col_pot[0, 1] - col_pot[1, 1])
             + (row_pot[1, 1] - row_pot[1, 0]))
undercut = near_selected / 3 - near_peak
assert undercut > 1e-7
assert abs(undercut - loop_drop / 3) < 1e-8

# Driver errors: all four line voltages may err independently.
driver_error = 0.02
peak_error = 0.0
for e in itertools.product((-driver_error, driver_error), repeat=4):
    vr, vc, a, b = V + e[0], e[1], V/3 + e[2], 2*V/3 + e[3]
    trial = max(abs(vr - b), abs(a - vc), abs(a - b))
    assert trial >= (vr - vc) / 3 - 1e-12
    peak_error = max(peak_error, trial)
assert abs(peak_error - (V / 3 + 2 * driver_error)) < 1e-12

# Unselected-line pulses arriving late.
rise, lag = 1e-9, 0.1e-9
time = np.linspace(0, 2e-9, 2001)
selected_pulse = V * np.clip(time / rise, 0, 1)
late = np.clip((time - lag) / rise, 0, 1)
a_pulse, b_pulse = V / 3 * late, 2 * V / 3 * late
pulse_peak = np.max(np.abs([selected_pulse - b_pulse, a_pulse,
                            a_pulse - b_pulse]), axis=0)
assert np.all(pulse_peak >= selected_pulse / 3 - 1e-12)
peak_late = pulse_peak.max()

# Rough sizes of further neglected effects.
line_length = n * pitch
capacitance_per_length = 0.2e-15 / 1e-6
inductance_per_length = 1e-12 / 1e-6
charging_current = capacitance_per_length * line_length * V / rise
induced_voltage = inductance_per_length * 4*line_length * i_selected / rise
activation, cold, hot = 0.2, 300.0, 358.0
k_ev = constants.k / constants.e
heat_factor = np.exp(activation / k_ev * (1 / cold - 1 / hot))
to_mv_cm = 1e-8


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print(f"array: {n} x {n} cells")
show("write voltage V", V, "V", 2)
show("selected current", i_selected * 1e6, "uA", 1)
show("sinh voltage scale v0", v0, "V", 2)
show("least peak, separate line voltages", least_peak, "V")
show("least peak, single row", single_row_peak, "V")
show("allowed excess e over V/3", excess, "V", 3)
show("a lower limit", a_low, "V")
show("a upper limit", a_high, "V")
show("b lower limit", b_low, "V")
show("b upper limit", b_high, "V")
show("half-selected limit h", half_limit, "V")
show("least voltage on other cells", least_other, "V")
show("one-third scheme peak", peak_third, "V")
show("one-half scheme peak", peak_half, "V")
show("cell current at V/3", current(V / 3) * 1e9, "nA", 2)
show("cell current at V/2", current(V / 2) * 1e9, "nA", 2)
show("selected-cell power", V * i_selected * 1e6, "uW", 2)
show("one-third leakage power", power_third * 1e6, "uW", 2)
show("one-half leakage power", power_half * 1e6, "uW", 2)
show("least-power a", a_best, "V")
show("least-power b", b_best, "V")
show("least leakage power", power_best * 1e6, "uW", 2)
show("least-power scheme peak", peak_best, "V")
show("floating-line peak", peak_float, "V")
show("line pitch", pitch * 1e9, "nm", 0)
show("line width", width * 1e9, "nm", 0)
show("line height", height * 1e9, "nm", 0)
show("line resistivity", resistivity * 1e8, "uohm cm", 1)
show("wire resistance per cell", r_wire, "ohm", 2)
show("far-corner selected voltage", far_selected, "V", 5)
show("far-corner unselected peak", far_peak, "V", 5)
show("far-corner peak/selected", far_peak / far_selected, "(ratio)", 5)
show("near-corner selected voltage", near_selected, "V", 6)
show("near-corner unselected peak", near_peak, "V", 6)
show("near-corner loop drop d", loop_drop * 1e6, "uV", 2)
show("near-corner undercut of one third", undercut * 1e6, "uV", 2)
show("driver error per line", driver_error * 1e3, "mV", 0)
show("peak with driver errors", peak_error, "V")
show("pulse rise time", rise * 1e9, "ns", 1)
show("unselected-line lag", lag * 1e9, "ns", 1)
show("peak with late pulses", peak_late, "V")
show("line capacitance", capacitance_per_length * 1e9, "fF/um", 2)
show("line charging current", charging_current * 1e6, "uA", 2)
show("loop inductance", inductance_per_length * 1e6, "pH/um", 2)
show("induced loop voltage", induced_voltage * 1e6, "uV", 2)
show("stack thickness", stack * 1e9, "nm", 0)
show("selected mean field", V / stack * to_mv_cm, "MV/cm", 2)
show("V/3 mean field", V / 3 / stack * to_mv_cm, "MV/cm", 2)
show("leakage activation energy", activation, "eV", 2)
show("lower temperature", cold, "K", 0)
show("upper temperature", hot, "K", 0)
show("leakage growth factor", heat_factor, "(ratio)", 2)
print("tests ok")
```

Output:

```
array: 64 x 64 cells
write voltage V: 3.00 V
selected current: 50.0 uA
sinh voltage scale v0: 0.25 V
least peak, separate line voltages: 1.0000 V
least peak, single row: 0.0000 V
allowed excess e over V/3: 0.050 V
a lower limit: 0.9000 V
a upper limit: 1.0500 V
b lower limit: 1.9500 V
b upper limit: 2.1000 V
half-selected limit h: 1.2000 V
least voltage on other cells: 0.6000 V
one-third scheme peak: 1.0000 V
one-half scheme peak: 1.5000 V
cell current at V/3: 16.77 nA
cell current at V/2: 123.94 nA
selected-cell power: 150.00 uW
one-third leakage power: 68.66 uW
one-half leakage power: 23.42 uW
least-power a: 1.2797 V
least-power b: 1.7203 V
least leakage power: 11.32 uW
least-power scheme peak: 1.2797 V
floating-line peak: 1.3387 V
line pitch: 50 nm
line width: 25 nm
line height: 50 nm
line resistivity: 6.0 uohm cm
wire resistance per cell: 2.40 ohm
far-corner selected voltage: 2.98535 V
far-corner unselected peak: 1.00000 V
far-corner peak/selected: 0.33497 (ratio)
near-corner selected voltage: 2.999755 V
near-corner unselected peak: 0.999915 V
near-corner loop drop d: 10.14 uV
near-corner undercut of one third: 3.38 uV
driver error per line: 20 mV
peak with driver errors: 1.0400 V
pulse rise time: 1.0 ns
unselected-line lag: 0.1 ns
peak with late pulses: 1.2000 V
line capacitance: 0.20 fF/um
line charging current: 1.92 uA
loop inductance: 1.00 pH/um
induced loop voltage: 0.64 uV
stack thickness: 10 nm
selected mean field: 3.00 MV/cm
V/3 mean field: 1.00 MV/cm
leakage activation energy: 0.20 eV
lower temperature: 300 K
upper temperature: 358 K
leakage growth factor: 3.50 (ratio)
tests ok
```
